\section*{Flux-Form Discretization of a Position-Dependent Mass at Abrupt Interfaces}

\section{Which stencil to trust at a mass step}

A grid calculation of the confined levels of a quantum well needs a stencil for the kinetic operator. At an abrupt mass step, the choice decides whether refining the grid removes the error. For a 5 nm well with a mass step at each side, treated below, the continuum ground level is 0.1061 eV. One natural stencil converges to it. Another, obtained by first applying the product rule, settles near 0.1009 eV or 0.1046 eV, depending on where the interfaces fall between the nodes and on the inverse mass given to a node that lies on an interface. For either placement its successive results approach each other, so a convergence study that keeps the placement fixed and checks only that the changes between grids shrink does not reveal the wrong limit. The one warning is that the changes shrink at first order instead of second.

The model is a one-band envelope equation at zero in-plane momentum, with a mass independent of energy. In atomic units, with $m$ in electron masses and $w=1/m$,
\begin{equation}
-\frac12\frac{d}{dx}\left(w\frac{d\psi}{dx}\right)+V\psi=E\psi ,
\qquad F\equiv w\psi' .
\label{eq:model}
\end{equation}
The envelope vanishes at two hard walls. Integrating \eqref{eq:model} across an interface gives a jump of $F$ equal to the integral of $2(V-E)\psi$ over a vanishing interval, which is zero. Since $\psi'=mF$ is finite, $\psi$ is continuous too. At a mass step, therefore, $\psi$ and $F$ are continuous while $\psi'$ jumps.

\section{The flux form and its symmetry}

Let the nodes be $x_i$, with spacing $h$. Integrating \eqref{eq:model} from $x_{i-1/2}$ to $x_{i+1/2}$ gives
\begin{equation}
-\tfrac12\left(F_{i+1/2}-F_{i-1/2}\right)+\int V\psi\,dx=E\int\psi\,dx .
\end{equation}
Replace the integrals by $hV_i\psi_i$ and $h\psi_i$, where $V_i$ is the mean of $V$ over this interval. For the flux, use
\begin{equation}
\psi_{i+1}-\psi_i=\int_{x_i}^{x_{i+1}}mF\,dx\approx F_{i+1/2}\,hM_{i+1/2},
\end{equation}
where $M_{i+1/2}$ is the mean mass between the two nodes. Hence $F_{i+1/2}\approx w_{i+1/2}(\psi_{i+1}-\psi_i)/h$ with $w_{i+1/2}=1/M_{i+1/2}$. If the mass is constant between the nodes, this is the inverse mass at the half-point. Dividing the balance by $h$ gives the kinetic stencil
\begin{equation}
(T\psi)_i=-\frac{w_{i+1/2}(\psi_{i+1}-\psi_i)-w_{i-1/2}(\psi_i-\psi_{i-1})}{2h^2}.
\label{eq:flux}
\end{equation}

Symmetry can be read from the entries. Row $i$ contains $T_{i,i+1}=-w_{i+1/2}/(2h^2)$. In row $i+1$ the coefficient of $\psi_i$ carries the weight $w_{(i+1)-1/2}=w_{i+1/2}$, so $T_{i+1,i}=T_{i,i+1}$. All other off-diagonal entries vanish.

Summation by parts gives more. Let $u$ and $v$ be real vectors on nodes $1,\dots,n$, with $u_0=u_{n+1}=v_0=v_{n+1}=0$, and put $g_{i+1/2}=w_{i+1/2}(v_{i+1}-v_i)$. Then
\begin{align}
u^{T}Tv&=-\frac1{2h^2}\left[\sum_{i=1}^{n}u_ig_{i+1/2}-\sum_{i=1}^{n}u_ig_{i-1/2}\right]\nonumber\\
&=-\frac1{2h^2}\left[\sum_{i=0}^{n}u_ig_{i+1/2}-\sum_{i=0}^{n}u_{i+1}g_{i+1/2}\right]\nonumber\\
&=\frac1{2h^2}\sum_{i=0}^{n}w_{i+1/2}(u_{i+1}-u_i)(v_{i+1}-v_i).
\label{eq:parts}
\end{align}
In the second line the first sum gained the term $i=0$, which is zero because $u_0=0$. The second sum was relabelled by $i\to i+1$ and gained a term that is zero because $u_{n+1}=0$. The result is unchanged when $u$ and $v$ are exchanged. For $u=v$ it is a sum of non-negative terms if all weights are positive. It can vanish only for a constant vector, which the wall values force to be zero. Thus $T$ is positive definite. Adding the diagonal potential keeps the Hamiltonian symmetric, with real levels and an orthogonal set of eigenvectors.

The proof uses no smoothness of the mass. A 40-node matrix built with random cell masses between 0.05 and 1 had a relative asymmetry of zero in the printed digits and a positive lowest eigenvalue. The proof also accepts any positive weights, good or bad, so accuracy needs a separate argument.

\section{Error with the interface on a node}

Let the well material ($w_a$, $V_a$) lie to the left of node 0 and the barrier ($w_b$, $V_b$) to its right. The half-point weights are then unambiguous, and $V_0=(V_a+V_b)/2$. Extend the difference solution of each material one node beyond the interface, calling the extended values $\alpha_1$ and $\beta_{-1}$:
\begin{align}
w_a(\alpha_1-2\psi_0+\psi_{-1})&=2h^2(V_a-E)\psi_0,\\
w_b(\psi_1-2\psi_0+\beta_{-1})&=2h^2(V_b-E)\psi_0 .
\end{align}
The actual equation at node 0 is
\begin{equation}
w_b(\psi_1-\psi_0)-w_a(\psi_0-\psi_{-1})=2h^2(V_0-E)\psi_0 .
\end{equation}
Its right side is half the sum of the two right sides above. Subtracting that half-sum leaves
\begin{equation}
\tfrac12w_b(\psi_1-\beta_{-1})-\tfrac12w_a(\alpha_1-\psi_{-1})=0 .
\label{eq:central}
\end{equation}
The scheme therefore imposes continuity of $\psi$ and of the central-difference flux.

For a well of half-width $A$ with barriers of width $B$, take $V_a=0$ and $V_b=V$. The even solutions are $\cos qx$ in the well and a multiple of $\sinh\kappa_h(A+B-x)$ in the right barrier. The stencil requires
\begin{equation}
E=\frac{w_a(1-\cos qh)}{h^2},\qquad
V-E=\frac{w_b(\cosh\kappa_hh-1)}{h^2}.
\label{eq:dispersion}
\end{equation}
At $x=A$ the differences over $2h$ are $-2\sin qA\sin qh$ and $-2\cosh\kappa_hB\sinh\kappa_hh$. Dividing each by its value of $\psi(A)$ turns \eqref{eq:central} into
\begin{equation}
w_a\sin(qh)\tan(qA)=w_b\sinh(\kappa_hh)\coth(\kappa_hB).
\label{eq:node}
\end{equation}
At fixed $E$, \eqref{eq:dispersion} makes $q$ and $\kappa_h$ even functions of $h$. After division by $h$, both sides of \eqref{eq:node} are even as well. A simple root then has an expansion in even powers of $h$, beginning with an error of order $h^2$. The limit $h\to0$ is the continuum condition $w_ak\tan kA=w_b\kappa\coth\kappa B$, with $k^2=2m_aE$ and $\kappa^2=2m_b(V-E)$.

\section{Interface at a half-point, and a poor average}

Now let the interface lie midway between nodes 0 and 1, and leave the weight $\tilde w$ of that cell free. Subtracting the equation for the extended well solution from the actual equation at node 0 gives $\tilde w(\psi_1-\psi_0)=w_a(\alpha_1-\psi_0)$. The same step at node 1 gives $\tilde w(\psi_1-\psi_0)=w_b(\psi_1-\beta_0)$. Call this common quantity $hF$. The two-node averages of the extended solutions at the interface are
\begin{align}
\tfrac12(\psi_0+\alpha_1)&=\psi_0+\tfrac12hFm_a,\\
\tfrac12(\beta_0+\psi_1)&=\psi_1-\tfrac12hFm_b .
\end{align}
With $\psi_1-\psi_0=hF/\tilde w$ and $M=(m_a+m_b)/2$, the second minus the first is
\begin{equation}
hF\left(\frac1{\tilde w}-M\right).
\label{eq:jump}
\end{equation}
The mean-mass weight $\tilde w=1/M$ removes this jump. The ratio of the difference to the average is then $-2\tan(qh/2)\tan(qA)$ on the well side and $-2\tanh(\kappa_hh/2)\coth(\kappa_hB)$ on the barrier side, so
\begin{equation}
w_a\tan(qh/2)\tan(qA)=w_b\tanh(\kappa_hh/2)\coth(\kappa_hB).
\label{eq:half}
\end{equation}
This condition is again even in $h$ after division by $h$, and the level is second order. For 40, 41, 80 and 81 intervals across the example well, the roots of \eqref{eq:node} or \eqref{eq:half} agreed with matrix diagonalization within $10^{-10}$ hartree.

Any other fixed weight leaves a jump of order $h$. Its cost follows from \eqref{eq:parts}. With $h\sum\psi_i^2=1$, the cell contributes $\frac12h\tilde w[(\psi_1-\psi_0)/h]^2$ to the energy. The eigenvector is stationary, so
\begin{equation}
dE=\frac h2\frac{F^2}{\tilde w^2}\,d\tilde w=-\frac h2F^2\,d\!\left(\frac1{\tilde w}\right).
\end{equation}
To leading order in $h$, $F$ stays fixed while $1/\tilde w$ moves away from $M$, and each interface shifts the level by
\begin{equation}
\delta E=\frac h2F^2\left(M-\frac1{\tilde w}\right).
\label{eq:shift}
\end{equation}
Averaging the inverse masses, $\tilde w=(w_a+w_b)/2$, gives
\begin{equation}
M-\frac1{\tilde w}=\frac{m_a+m_b}2-\frac{2m_am_b}{m_a+m_b}=\frac{(m_a-m_b)^2}{2(m_a+m_b)} .
\end{equation}
This matrix is symmetric and its levels reach the right limit, but only at first order.

\section{The expanded form}

Where $w$ is differentiable, $(w\psi')'=w\psi''+w'\psi'$. At a step, $w'$ is a delta function multiplying a discontinuous $\psi'$, and the product has no definite value. Central differences nevertheless assign one. With $D_i=(w_{i+1}-w_{i-1})/4$, the expanded stencil is
\begin{equation}
(X\psi)_i=-\frac{w_i(\psi_{i+1}-2\psi_i+\psi_{i-1})+D_i(\psi_{i+1}-\psi_{i-1})}{2h^2}.
\end{equation}
Its off-diagonal entries are $X_{i,i+1}=-(w_i+D_i)/(2h^2)$ and $X_{i+1,i}=-(w_{i+1}-D_{i+1})/(2h^2)$. Inserting $D_i$ and $D_{i+1}$ gives
\begin{equation}
X_{i,i+1}-X_{i+1,i}=-\frac{w_{i+2}-3w_{i+1}+3w_i-w_{i-1}}{8h^2}.
\end{equation}
The numerator is a third difference. For a smooth profile it is about $h^3w'''$, and the asymmetry vanishes in proportion to $h$. Across a half-point step the asymmetry is $(w_b-w_a)/(4h^2)$, as large in order as the matrix entries themselves.

The level error follows from the slopes. Write $s_\pm$ for the difference slopes on the two sides of node $i$. The eigenvalue equation, multiplied by $2h$, reads
\begin{equation}
w_i(s_+-s_-)+D_i(s_++s_-)=2h(V_i-E)\psi_i .
\label{eq:slopes}
\end{equation}
Near a step only two or three nodes have $D_i\ne0$, and the right side vanishes as $h\to0$. Hence $s_+/s_-=(w_i-D_i)/(w_i+D_i)$ at each of them.

Let $r=w_b/w_a$ and measure $w$ in units of $w_a$. For a half-point interface, both adjacent nodes have $D=(r-1)/4$, with $w=1$ at the first and $w=r$ at the second. The factors are $(5-r)/(3+r)$ and $(3r+1)/(5r-1)$, and the slope ratio, barrier over well, is
\begin{equation}
R=\frac{(3r+1)(5-r)}{(5r-1)(3+r)} .
\end{equation}
Flux continuity demands $1/r$. The relative error is
\begin{equation}
rR-1=\frac{-3r^3+9r^2-9r+3}{(5r-1)(3+r)}=-\frac{3(r-1)^3}{(5r-1)(3+r)} .
\label{eq:cubic}
\end{equation}

For an interface on a node, giving that node the inverse mass of either material reproduces the half-point ratio $R$. With the mean inverse mass there, three nodes take part. Their factors give
\begin{equation}
R'=\frac{9-r}{7+r}\,\frac{3+r}{1+3r}\,\frac{7r+1}{9r-1},
\end{equation}
\begin{equation}
rR'-1=-\frac{7(r-1)^3(r+1)}{(7+r)(1+3r)(9r-1)} .
\end{equation}
Both errors are cubic in the contrast near $r=1$, with coefficients $-3/16$ and $-7/128$. A small mass step therefore hides the fault without curing it. For large contrast the half-point formula fails in kind: if $r>5$ or $r<1/5$, the slope changes sign across the interface. At $r=6$, marching the stencil gives $R=-0.0728$, where the true ratio is $+1/6$.

Real levels are no safeguard. For $1/5<r<5$ each pair of opposite off-diagonal entries has a positive product, for either placement. A diagonal rescaling then replaces both entries by minus the root of that product. The matrix becomes symmetric, its spectrum is real, and the wrong matching remains.

For a resolved smooth profile $D_i\approx hw'/2$, and each slope factor is about $1-hw'/w$. Their product tends to $\exp(-\int w'/w\,dx)=w_a/w_b$, the correct ratio. The truncation error is of order $h^2$, as is the resulting level shift in first-order perturbation theory. The failure at a step thus comes from a flux that is not conserved across an unresolved jump. Lack of symmetry alone does not produce it.

\section{A 5 nm well}

Take $m_a=0.07$, $m_b=0.15$, $V=1$ eV, a well width of 5 nm (50 angstrom) and barriers 7.5 nm wide. Then $A=2.5$ nm and $r=0.07/0.15=0.4667$. With $N$ intervals across the well, even $N$ puts the interfaces on nodes and odd $N$ at half-points.

With $\hbar^2/2m_e=0.0381$ eV nm$^2$, the continuum level $E=0.106087$ eV gives
\begin{align}
k&=\sqrt{0.07\times0.1061/0.0381}=0.4415\ \mathrm{nm}^{-1},\\
\kappa&=\sqrt{0.15\times0.8939/0.0381}=1.876\ \mathrm{nm}^{-1}.
\end{align}
Here $kA=1.104$, $\tan kA=1.983$ and $\kappa B=14$, so $\coth\kappa B$ can be set to one. The matching condition is met: $0.4415\times1.983/0.4667=1.876$.

The errors relative to this level, in $10^{-3}$ eV, are:
\begin{center}
\begin{tabular}{rrr}
$N$ & flux form & expanded form\\
80 & $+0.0946$ & $+0.671$\\
160 & $+0.0237$ & $-0.332$\\
320 & $+0.0059$ & $-0.883$\\
81 & $-0.1017$ & $-1.902$\\
161 & $-0.0258$ & $-3.421$\\
321 & $-0.0065$ & $-4.258$
\end{tabular}
\end{center}

\subsection{Reading the flux errors}

The observed orders are 1.998 with the interfaces on nodes and 1.999 at half-points. The opposite signs can be derived. Expanding \eqref{eq:dispersion} at fixed $E$ gives $q\approx k(1+k^2h^2/24)$ and $\kappa_h\approx\kappa(1-\kappa^2h^2/24)$. Define $f(E)=w_ak\tan kA-w_b\kappa$, which increases with $E$, and let $G=w_b\kappa$ at the root. In \eqref{eq:node}, $\sin(qh)/h\approx k(1-k^2h^2/8)$ and $\sinh(\kappa_hh)/h\approx\kappa(1+\kappa^2h^2/8)$. In \eqref{eq:half}, multiplied by $2/h$, both signs are reversed. The change of $q$ inside $\tan qA$ is the same in both. Setting $f+\delta f=0$ gives
\begin{equation}
\delta E\approx\frac{h^2}{f'(E)}\left[\pm\frac{G(k^2+\kappa^2)}8-\frac{w_ak^4A}{24\cos^2kA}\right],
\end{equation}
with the upper sign for interfaces on nodes. Here $G=12.51$ nm$^{-1}$, and differentiating $f$ gives
\begin{align}
f'&=\frac{w_ak}{2E}\left(\tan kA+\frac{kA}{\cos^2kA}\right)+\frac{w_b\kappa}{2(V-E)}\nonumber\\
&\approx228\ \mathrm{nm}^{-1}\,\mathrm{eV}^{-1}.
\end{align}
The two terms contribute $\pm0.0255$ and $-0.0012$ eV nm$^{-2}$. At $N=160$, where $h=0.03125$ nm, the sum is $0.0243\,h^2=2.37\times10^{-5}$ eV, as in the table. The interface term dominates and changes sign with the placement.

Averaging inverse masses costs far more on a fine grid. At $N=1201$, $h=0.00416$ nm, and \eqref{eq:shift} needs $M-1/\tilde w=0.0064/0.44=0.01455$. The normalization integral is
\begin{equation}
A+\frac{\sin2kA}{2k}+\frac{\cos^2kA}{\kappa}=3.52\ \mathrm{nm},
\end{equation}
so that $F^2=(k\sin kA/m_a)^2/3.52=9.01$ nm$^{-3}$. The two interfaces together give
\begin{equation}
0.0762\times0.00416\times9.01\times0.01455=4.16\times10^{-5}\ \mathrm{eV},
\end{equation}
where $0.0762$ eV nm$^2$ is $\hbar^2/m_e$. Diagonalization gives $4.160\times10^{-5}$ eV. The second-order error of the mean-mass weight on the same grid is estimated at $0.0267\,h^2\approx5\times10^{-7}$ eV.

\subsection{Reading the expanded errors}

The true slope ratio is 2.1429. The expanded stencil imposes 2.3538 at half-points and 2.2011 on nodes, too large by 9.8\% and 2.7\%. A larger barrier slope makes the matching occur at a smaller $k\tan kA$ and lowers the level. To first order the shift is $-G(rR-1)/f'$, or $-0.0054$ and $-0.0015$ eV. Solving the matching condition with the wrong ratios gives limits of 0.100939 and 0.104616 eV, which are 0.0051 and 0.0015 eV too low. Extrapolating the matrix levels linearly in $h$, from $N=675,2025$ and from $N=640,1280$, gives 0.100940 and 0.104619 eV.

The even-$N$ column holds a trap. Its error changes sign between $N=80$ and $N=160$, so some intermediate spacing looks accurate by cancellation, and further refinement makes the result worse. Successive changes shrink by a factor of about 1.8, close to the 2 of a first-order approach. Such an approach is expected, because the right side of \eqref{eq:slopes} and the change of $\psi$ across the interface cells are both of order $h$. A comparison of even with odd $N$ exposes the fault: at 320 and 321 the levels differ by 0.0034 eV.

When the steps of inverse mass and potential are both replaced by a hyperbolic tangent of length 0.25 nm, with the flux weights taken as the inverse mass at the half-points, the two forms differ by $1.47\times10^{-5}$ eV at $N=160$ and $3.7\times10^{-6}$ eV at $N=320$, a factor of four. Both extrapolate to 0.114143 eV. The expanded form is thus usable when $h$ is well below the width of the transition.

\section{The model beside a real well}

The parameters are round values in the rough regime of a GaAs well between AlAs barriers. Real wells break several assumptions, whose sizes are estimated here one at a time from rough inputs. The matching rule is one of them: continuity of $\psi$ and $F$ follows from the operator ordering chosen in \eqref{eq:model} and need not hold exactly at a real interface. Continuity of $\psi'/\psi$ instead would raise the level by 0.040 eV. Nonparabolicity, modelled by the energy-dependent masses $m_a(1+E/E_a)$ and $m_b[1-(V-E)/E_b]$ with gaps $E_a=1.5$ eV and $E_b=3.0$ eV, raises the level by 0.0055 eV. This is the remainder of opposite effects: the well mass alone lowers the level by 0.0032 eV, the barrier mass alone raises it by 0.0096 eV, and the net shift falls from 0.0076 to 0.0031 eV as $E_b$ goes from 2.5 to 4.0 eV. The graded interface above raises the level by 0.0081 eV, or by 0.0047 eV if the mass rather than its inverse follows the hyperbolic tangent, and one monolayer of extra width, about 0.28 nm, lowers it by 0.0080 eV. A field of 0.1 MV/cm lowers it by 0.0005 eV. In-plane motion whose kinetic energy in the well is the thermal energy at 300 K, 0.0259 eV, costs less in the heavier barrier. This reduces the effective barrier height and lowers the confinement part of the energy by 0.0004 eV. A sheet density of $10^{12}$ cm$^{-2}$ spread evenly over the well, with relative permittivity 13, changes the electrostatic energy by 0.0087 eV between the centre and the edge of the well. The X valley of the barrier, taken 0.2 eV above the well edge, lies only about 0.09 eV above the ground level. The second level, 0.328 eV above the first, lies beyond that edge, where a one-valley model is doubtful.

These sizes indicate how fine a grid is worth using. At $N=80$ the flux form errs by $9\times10^{-5}$ eV, less than 2\% of the nonparabolicity shift, and a finer grid adds no physical accuracy. The half-point limit of the expanded form errs by 0.0051 eV, nearly as much as the nonparabolicity shift, and refining the grid does not remove this error. For abrupt interfaces in this model, the flux form with interfaces on nodes, or with the mean mass in a cell cut at its middle, is the suitable stencil.

\section*{Values computed for the example and the checks}
\begin{verbatim}
well width: 5.0 nm = 50 angstrom
barrier width, each side: 7.5 nm
masses well, barrier: 0.07, 0.15 m_e
barrier height: 1.00 eV
inverse-mass ratio r: 0.4667
flux matrix relative asymmetry: 0.0e+00
expanded matrix relative asymmetry, N=40: 0.0133
continuum ground level: 0.106087 eV
flux level extrapolated, N=160,320: 0.106087 eV
errors from the continuum level, flux then expanded:
N=80 h=0.06250 nm: +9.463e-05, +6.711e-04 eV
N=160 h=0.03125 nm: +2.369e-05, -3.321e-04 eV
N=320 h=0.01562 nm: +5.925e-06, -8.832e-04 eV
N=81 h=0.06173 nm: -1.017e-04, -1.902e-03 eV
N=161 h=0.03106 nm: -2.576e-05, -3.421e-03 eV
N=321 h=0.01558 nm: -6.482e-06, -4.258e-03 eV
flux shift, N=160 to 320: -1.78e-05 eV
flux order, interface on node: 1.998
flux order, interface at half-point: 1.999
true slope ratio: 2.1429
expanded slope ratio, half-point: 2.3538
expanded slope ratio, on node: 2.2011
expanded slope ratio at r=6, half-point: -0.0728
predicted expanded limit, half-point: 0.100939 eV
extrapolated expanded limit, half-point: 0.100940 eV
predicted expanded limit, on node: 0.104616 eV
extrapolated expanded limit, on node: 0.104619 eV
inverse-mass averaging shift, N=1201, matrix: 4.160e-05 eV
inverse-mass averaging shift, formula: 4.159e-05 eV
smooth step, tanh length: 0.25 nm
smooth step, expanded minus flux, N=160: +1.469e-05 eV
smooth step, expanded minus flux, N=320: +3.675e-06 eV
smooth step, extrapolated flux level: 0.114143 eV
smooth step, extrapolated expanded level: 0.114143 eV
grading shift of level: +0.0081 eV
rough gaps well, barrier: 1.5, 3.0 eV
nonparabolicity shift: +0.0055 eV
shift for 0.28 nm more width: -0.0080 eV
shift in 0.1 MV/cm: -0.0005 eV
thermal energy at 300 K: 0.0259 eV
in-plane motion shift at that energy: -0.00043 eV
second level minus first: 0.3282 eV
rough relative permittivity: 13
space-charge energy at 1e+12 cm^-2: 0.0087 eV
rough barrier X edge above well edge: 0.2 eV
X edge minus ground level: 0.09 eV
\end{verbatim}
